# Retarded Lifshitz pressure from fitted oscillators: a scheme for implementers

## What fixes the form of the pressure

Two flat half-spaces, 1 and 2, face each other across a liquid 3 of thickness \(d\). Their dielectric functions are local, so they contain frequencies but no length. If light were infinitely fast, \(d\) would be the only length in the problem. A pressure is an energy per volume, so it would have to be

\[
P=-\frac{A}{6\pi d^3},
\]

where \(A\) is an energy, the Hamaker constant, and \(6\pi\) is a convention. A finite speed of light \(c\) adds the lengths \(c/\omega\), one for each material frequency and one for the thermal frequency \(k_BT/\hbar\). The inverse cube is then multiplied by a function of the ratios \(d\omega/c\), and this function must tend to one at small gaps.

The algebra uses atomic units with \(k_B=1\), so \(T\) is an energy and \(c\simeq137\). Numbers are in eV, nm and kPa. Negative \(P\) means attraction. The media are isotropic and in thermal equilibrium.

## Dielectric functions on the imaginary axis

The response \(\epsilon(w)-1\) is analytic in the upper half-plane and decays there. Cauchy's formula at \(i\xi\), which lies inside the contour, and at \(-i\xi\), which lies outside, gives

\[
\epsilon(i\xi)-1=\int_{-\infty}^{\infty}\frac{dw}{2\pi i}\frac{\epsilon(w)-1}{w-i\xi},\qquad
0=\int_{-\infty}^{\infty}\frac{dw}{2\pi i}\frac{\epsilon(w)-1}{w+i\xi}.
\]

In the sum of the two, the kernels combine to \(2w/(w^2+\xi^2)\). The factor \(w\) also removes the pole of a conductor at \(w=0\). The real part of \(\epsilon\) is even and drops out; the imaginary part \(\epsilon''\) is odd and survives:

\[
\epsilon(i\xi)=1+\frac2\pi\int_0^\infty\frac{w\,\epsilon''(w)}{w^2+\xi^2}\,dw .
\]

This function is real and smooth, so a few oscillators can represent it:

\[
\epsilon(i\xi)=1+\sum_j\frac{S_j}{1+\xi^2/w_j^2}+\sum_l\frac{F_l}{w_{0l}^2+g_l\xi+\xi^2}.
\]

The first sum is the fitted electronic band. The second holds free carriers (\(w_0=0\)), lattice vibrations and molecular relaxation.

The example uses synthetic loss bands, zero below an edge \(w_g\) and above it proportional to

\[
\frac{(w-w_g)^2}{w[(w^2-w_p^2)^2+\Gamma^2w^2]},
\]

scaled to a static strength \(S\). The values \((S;w_g,w_p,\Gamma)\), energies in eV, are (10; 0.3, 6, 10) for the metal, (1.1; 8, 12, 8) for the oxide and (0.77; 7, 12, 8) for the liquid. The additional terms \((F,w_0,g)\), in eV², eV and eV, are

- metal: (25, 0, 0.05);
- oxide: (0.018, 0.1, 0.01);
- liquid: (0.000292, 0.002, 0.04) and (0.0075, 0.05, 0.02).

Nine trial frequencies are spaced logarithmically up to 300 eV, starting at 1 eV or 1.1 times the edge, whichever is larger. Nonnegative least squares on relative errors, at 120 logarithmic points from 0.05 to 300 eV, then gives these pairs \(w_j\):\(S_j\), with \(w_j\) in eV:

```
metal   1:1.14  2.04:2.12  4.162:4.16  8.49:2.11  17.32:0.4
        35.33:0.0477  72.08:0.00683  147.1:0.000535  300:0.00014
oxide   8.8:0.0667  13.68:0.657  21.26:0.252  33.05:0.1
        51.38:0.0112  79.87:0.0121  124.2:0.000116
        193:0.000794  300:0.000244
liquid  7.7:0.026  12.17:0.427  19.24:0.246  30.41:0.0484
        48.06:0.0183  75.97:0.00289  120.1:0.00167  300:0.000194
```

The largest error, relative to the band response, is 0.13% for the metal and about 0.01% or less for the others. What matters more is the error relative to the contrast \(\epsilon_2-\epsilon_3\), which reaches about 0.04% for the oxide fit. The final judge is the pressure. Replacing the fitted bands by the integral changes the 5 nm pressure by about 0.003%. These errors, and the numbers below, refer to the unrounded fit. The rounded values printed above raise the error of the contrast to about 0.2% and shift the Hamaker constant and the 5 nm pressure by about 0.2%.

## From field matching to the pressure

Translation symmetry conserves the in-plane wavevector \(k\), and isotropy separates the TE and TM polarizations. At frequency \(i\xi\) the fields vary as \(e^{\pm\kappa_iz}\), with

\[
\kappa_i^2=k^2+\epsilon_i\xi^2/c^2 .
\]

For TE, \(E_y\) and \(\partial_zE_y\) are continuous. For TM, \(H_y\) and \(\epsilon^{-1}\partial_zH_y\) are continuous. Set \(g_i=\kappa_i\) for TE and \(g_i=\kappa_i/\epsilon_i\) for TM. Write the field as \(ae^{\kappa_1z}\) on the left, \(be^{-\kappa_3z}+he^{\kappa_3(z-d)}\) in the gap and \(fe^{-\kappa_2(z-d)}\) on the right. With \(q=e^{-\kappa_3d}\), matching gives

\[
a=b+hq,\quad g_1a=g_3(hq-b)\ \Rightarrow\ b=r_1qh,
\]
\[
f=bq+h,\quad -g_2f=g_3(h-bq)\ \Rightarrow\ h=r_2qb,
\]

where \(r_i=(g_3-g_i)/(g_3+g_i)\). A nonzero field needs

\[
\mathcal D=1-Re^{-2\kappa_3d}=0,\qquad R=r_1r_2 .
\]

A mode of frequency \(\omega\) has free energy \(T\ln[2\sinh(\omega/2T)]\). The product formula for the hyperbolic sine turns this into \(T\sum_n'\ln(\omega^2+\xi_n^2)\) plus a constant. Here \(\xi_n=2\pi nT\), \(n\ge0\), and the prime halves \(n=0\). The function \(\mathcal D\) has zeros at the modes of the gap and poles at those of the separated bodies, and it tends to one at high frequency. Hence \(\ln\mathcal D(i\xi)\) is the sum of \(\ln(\omega^2+\xi^2)\) over modes, minus its value at infinite separation. In absorbing media, the modes are those of field and matter together. Per unit area,

\[
\mathcal F=\frac{T}{2\pi}\sum_n{}'\int_0^\infty k\,dk\sum_{\rm TM,TE}\ln\left(1-Re^{-2\kappa_3d}\right).
\]

The gap derivative of the logarithm is \(2\kappa_3Re^{-2\kappa_3d}/(1-Re^{-2\kappa_3d})\). Now put \(x=2\kappa_3d\). At fixed \(\xi\), \(k\,dk=\kappa_3d\kappa_3\), so \(2\kappa_3k\,dk=x^2dx/(4d^3)\). Since \(P=-\partial\mathcal F/\partial d\),

\[
P=-\frac{T}{8\pi d^3}\sum_n{}'\int_{x_n}^{\infty}x^2\sum_{\rm TM,TE}\frac{Re^{-x}}{1-Re^{-x}}dx,\qquad x_n=\frac{2d\sqrt{\epsilon_3}\,\xi_n}{c}.
\]

## The static term

As \(\xi\to0\), the metal has \(\epsilon_1\to\infty\), but its free-carrier part of \(\epsilon_1\xi^2\) is \(F\xi/(\xi+g)\to0\). Thus \(\kappa_1\to k\) and \(r_1^{\rm TM}=1\). The oxide and liquid have static values 3.90 and 77.77, so \(R=(3.90-77.77)/(3.90+77.77)=-0.904\). This term is repulsive.

The metal in the example below stands for nickel, which is ferromagnetic. A static permeability \(\mu\) would give it \(r_1^{\rm TE}=(\mu-1)/(\mu+1)\). The nonmagnetic oxide has \(r_2^{\rm TE}=0\), so the product vanishes and \(\mu\) is not needed. Two facing nickel surfaces would not have this simplification.

## Small gaps: the inverse cube and its correction

At fixed frequencies and \(d\to0\), all \(\kappa_i\) become equal. The TE product vanishes and the TM product becomes \(D_1D_2\), with \(D_i=(\epsilon_i-\epsilon_3)/(\epsilon_i+\epsilon_3)\). Expanding the fraction in powers of \(Re^{-x}\) and using \(\int_0^\infty x^2e^{-mx}dx=2/m^3\) gives \(2\,{\rm Li}_3(D_1D_2)\), where \({\rm Li}_3(z)=\sum_{m\ge1}z^m/m^3\). Therefore

\[
P\to-\frac{T}{4\pi d^3}\sum_n{}'{\rm Li}_3(D_1D_2),\qquad A=\frac{3T}{2}\sum_n{}'{\rm Li}_3(D_1D_2).
\]

For the first correction, expand \(\kappa_i/\kappa_3=1+\eta_i\), with \(\eta_i=2d^2(\epsilon_i-\epsilon_3)\xi^2/(c^2x^2)\). The TM coefficient is \((\epsilon_i-\epsilon_3s)/(\epsilon_i+\epsilon_3s)\) at \(s=1+\eta_i\), and its slope at \(s=1\) is \(-2\epsilon_i\epsilon_3/(\epsilon_i+\epsilon_3)^2\). Hence

\[
\delta R=-\frac{4d^2\xi^2}{c^2x^2}\,\epsilon_3D_1D_2\left[\frac{\epsilon_1}{\epsilon_1+\epsilon_3}+\frac{\epsilon_2}{\epsilon_2+\epsilon_3}\right].
\]

The integrand changes by \(x^2\delta R\,e^{-x}/(1-D_1D_2e^{-x})^2\), in which \(x^2\) cancels. With \(u=e^{-x}\), the remaining integral is \(\int_0^1du/(1-D_1D_2u)^2=1/(1-D_1D_2)\). Since

\[
1-D_1D_2=\frac{2\epsilon_3(\epsilon_1+\epsilon_2)}{(\epsilon_1+\epsilon_3)(\epsilon_2+\epsilon_3)},
\]

each frequency contributes \(-4d^2\xi^2Q/c^2\), with

\[
Q=D_1D_2\frac{2\epsilon_1\epsilon_2+\epsilon_3(\epsilon_1+\epsilon_2)}{2(\epsilon_1+\epsilon_2)} .
\]

Comparison with \(2\,{\rm Li}_3\) gives

\[
P\simeq-\frac{A}{6\pi d^3}\left(1-\frac{d^2}{L^2}\right),\qquad
\frac1{L^2}=\frac{2\sum_n\xi_n^2Q_n}{c^2\sum_n'{\rm Li}_3(D_1D_2)} .
\]

The lower limit \(x_n\) and the TE part enter at order \(d^3\) for each frequency.

## Algorithm, cost and convergence

The substitution \(x=x_n+t\), \(t=e^{\,s-e^{-s}}\), makes the integrand die out smoothly at both ends in \(s\), which suits the trapezoidal rule. The measure is \(dx=t(1+e^{-s})ds\).

```
input d, T, N, M, oscillator lists
s[m] = M equally spaced nodes from -3.2 to 4, spacing ds
t[m] = exp(s - exp(-s));  w[m] = t*(1 + exp(-s))*ds
for n = 0..N:
    xi = max(2*pi*n*T, 1e-12)            # hartree
    e1, e2, e3 = eps(i*xi)
    x    = 2*d*sqrt(e3)*xi/c + t
    kap3 = x/(2*d)
    kapi = sqrt(kap3^2 + (ei - e3)*xi^2/c^2),   i = 1, 2
    R_TM = prod_i (ei*kap3 - e3*kapi)/(ei*kap3 + e3*kapi)
    R_TE = prod_i (kap3 - kapi)/(kap3 + kapi)
    I[n] = sum_m w*x^2 * sum_pol R*exp(-x)/(1 - R*exp(-x))
P = -T/(8*pi*d^3) * (I[0]/2 + I[1] + ... + I[N])
```

The work grows as \(NM\). With \(N=6000\) and \(M=60\), one gap needs about \(3.6\times10^5\) integrand evaluations. At 5 nm, 10, 20 and 40 nodes leave errors of 0.3%, \(10^{-8}\) and \(2\times10^{-14}\), relative to 120 nodes.

The frequency sum needs more care. At 298 K the spacing is \(2\pi T=0.1614\) eV. At 5 nm, stopping at \(n=25\), 100, 200 and 400 leaves errors of 65%, 15%, 2.7% and 0.16%, relative to \(n=6000\). Two mechanisms end the sum. Retardation supplies a factor \(e^{-x_n}\), so a decay exponent \(\Lambda\) requires at most about \(n=\Lambda c/(4\pi Td)\) terms, a number that grows as the gap shrinks. The materials supply the other. Let \(O_i^2\) be the sum of all \(S_jw_j^2\) and \(F_l\) of medium \(i\). Far above every oscillator, \(\epsilon_i\simeq1+O_i^2/\xi^2\), so

\[
D_1D_2\simeq\frac{(O_1^2-O_3^2)(O_2^2-O_3^2)}{4\xi^4},\qquad
\sum_{n>N}\frac1{n^4}\simeq\frac1{3(N+\frac12)^3}.
\]

For \(N=6000\) this estimates the nonretarded tail at \(5\times10^{-6}\) of the sum.

Three details keep the arithmetic stable:

- The tiny replacement for \(\xi_0\) avoids infinity times zero in the metal.
- Writing the integrand with \(e^{-x}\) avoids overflow.
- The subtraction in \(R_{\rm TE}\) loses relative accuracy when \(\kappa_i\simeq\kappa_3\), but the product is then negligible in absolute terms.

## Worked example: an oxide facet on nickel in a rinse

The sum gives \(A=0.174\) eV. At 5 nm the inverse-cube law predicts

\[
\frac{0.1743\ {\rm eV}}{6\pi(5\ {\rm nm})^3}=7.40\times10^{-5}\ {\rm eV/nm^3}=11.9\ {\rm kPa}
\]

of attraction. The full pressure is \(-10.1\) kPa, or \(-6.3\times10^{-8}\) eV/Å\(^3\), which is 0.853 of that law. It consists of \(+1.08\) kPa from the static term and \(-11.19\) kPa from the rest.

| Gap (nm) | \(P\) (kPa) | Ratio to cube law | Local exponent |
|---:|---:|---:|---:|
| 0.1 | \(-1.48\times10^6\) | 0.9998 | 3.000 |
| 1 | \(-1460\) | 0.985 | 3.02 |
| 2 | \(-177\) | 0.957 | 3.07 |
| 5 | \(-10.1\) | 0.853 | 3.20 |
| 10 | \(-1.03\) | 0.696 | 3.39 |
| 20 | \(-0.090\) | 0.487 | 3.64 |

The exponent is \(-d\ln|P|/d\ln d\), taken between gaps 1% either side. The first row is a formal limit: a continuum gap of 0.1 nm has no atomic meaning.

The computed \(L\) is 6.28 nm (6.27 nm with the unfitted bands), but the quadratic correction fails well below that gap. At 0.1 nm it predicts 0.99975, close to the full ratio. At 1 nm it predicts a loss of 2.5%, against 1.5% in full; at 5 nm, 63% against 15%. The reason lies in the sum for \(1/L^2\), whose terms fall only as \(\xi^{-2}\). It counts high frequencies for which \(d\xi/c\) is no longer small. \(L\) is thus a limiting coefficient, not the gap at which retardation begins.

## Large gaps and ions

Retardation removes the terms with \(n\ge1\) but not the static term. At very large gaps the ion-free model tends to \(-T\,{\rm Li}_3(R)/(8\pi d^3)\) with \(R=-0.904\), which is repulsive. A root search places the sign change at 242 nm. The local exponent must diverge there, so an exponent near four is not by itself evidence of a retarded power law.

Ions alter this conclusion. The static potential in an electrolyte decays with \(\kappa_s=\sqrt{k^2+\kappa_D^2}\), where \(\kappa_D^2=8\pi\rho/(\epsilon_3T)\) for \(\rho\) pairs of monovalent ions per volume. Continuity of the potential and of \(\epsilon\) times its slope gives \(r_i=(\epsilon_3\kappa_s-\epsilon_ik)/(\epsilon_3\kappa_s+\epsilon_ik)\), and the gap factor becomes \(e^{-2\kappa_sd}\). At 1 mmol/L the Debye length \(1/\kappa_D\) is 9.6 nm. At 242 nm the gap factor is then below \(e^{-50}\), so the predicted repulsion is screened away. In this picture of static screening, the static part at 5 nm falls only from 1.08 to 1.01 kPa. Since \(k\,dk=\kappa_sd\kappa_s\), the variable \(x=2\kappa_sd\) gives a pressure integral of the same form, but it starts at \(2\kappa_Dd\simeq1.0\) instead of zero, and \(R\) now depends on \(x\) through \(k\). The factor \(x^2\) makes the lost part small: the raised limit alone gives 1.00 kPa, and the larger \(|R|\) restores 0.01 kPa.

Static screening is not the only way to treat the ions. If they drift and diffuse, cannot cross the walls, and the static term is taken as the limit \(\xi\to0\), the gap also holds uncharged fields \(e^{\pm kz}\). Zero ion current forces their slope to vanish at both walls, so \(\mathcal D\) gains the factor \(1-e^{-2kd}\). This adds an unscreened attraction \(-T\,{\rm Li}_3(1)/(8\pi d^3)\), which is \(-1.57\) kPa at 5 nm and turns the static part into \(-0.56\) kPa. The repulsion at large gaps disappears in both treatments, but the static part at 5 nm depends on the choice, which is not settled here.

## Beside a real rinse

The parameters are rough values for a silica-like abrasive, a nickel film and water, not measured spectra. The Hamaker constant is therefore a value for this model, not a prediction for nickel. The assumption most plainly broken is that the surfaces carry no charge. For equal potentials held at 30 mV in 1 mmol/L salt, a numerical solution of the nonlinear Poisson–Boltzmann equation gives a repulsion of 3.5 kPa at 5 nm. With the screened static term alone, the net pressure is \(-10.2+3.5=-6.7\) kPa, a third weaker; with the unscreened attraction of the previous section added, it is \(-8.3\) kPa. This result relies on the two potentials being similar and staying fixed as the gap changes. With potentials fixed at 30 and 15 mV, the same equation gives an attraction of 1.1 kPa at 5 nm. Fixed potentials of opposite sign always attract: where the potential crosses zero there is no excess ion pressure, only the pull of the field.

If each surface instead keeps the charge it has when isolated, the answer changes. Isolated potentials of 30 mV on both surfaces then give a repulsion of 17.8 kPa, enough to reverse the net pressure, and 30 and 15 mV also repel. An oxide and a nickel film may well differ in potential. Both potentials, and how the surface charges respond to the gap, must be known before even the sign of this term is certain.

Smaller effects were sized at the same gap, one at a time:

- Roughness of 0.5 nm rms, represented by averaging gaps of 4.5 and 5.5 nm, strengthens the attraction by 6.8%.
- Moving the metal's response plane 0.1 nm inward weakens it by 6.2%.
- A bath at 333 K, with the dielectric functions held fixed, weakens it by 1.5%. Most of this is the static repulsion, which grows in proportion to \(T\): \(1.08\times35/298=0.13\) kPa.

An oxide skin on the nickel is not included and would need a layered reflection coefficient. The result applies to a flat facet separated by liquid. It is one contribution to adhesion, and it does not give the pull-off force of a particle in contact.
